# Smallest electron probe set by diffraction and spherical aberration

## A case simple enough to see through

An electron beam converges on a surface inside a cone of half-angle $\alpha$. A narrow cone gives a wide diffraction pattern, of order $\lambda/\alpha$, where $\lambda$ is the electron wavelength. A wide cone admits rays that the lens bends too strongly. They miss the focal point by about $C_s\alpha^3$, where the length $C_s$ is the spherical aberration coefficient.

Drop all numerical factors for the moment, and take the larger of these widths as the spot size. The first falls with $\alpha$ and the second rises, so their maximum is smallest where they are equal:

$$\frac{\lambda}{\alpha}=C_s\alpha^3 \quad\Longrightarrow\quad \alpha=\theta_0\equiv\left(\frac{\lambda}{C_s}\right)^{1/4}.$$

The width at this angle is

$$r_0\equiv\frac{\lambda}{\theta_0}=C_s^{1/4}\lambda^{3/4}.$$

For 100 keV electrons and $C_s=40$ mm, $\lambda=3.70$ pm, so $\theta_0=3.10$ mrad and $r_0=1.19$ nm. The wavelength follows from $p^2c^2=(E+mc^2)^2-m^2c^4$ and $\lambda=h/p$:

$$\lambda=\frac{hc}{\sqrt{E(E+2mc^2)}},$$

with $E$ the kinetic energy.

Two derivations now replace this estimate. The first adds two blur widths; the second uses the focused wave itself. Both assume small angles, a uniformly filled round aperture, a point source and a single electron energy. Both let the aperture angle and the focus be chosen freely, and treat $C_s$ and $\lambda$ as independent.

## First derivation: adding two widths

**Diffraction.** Near focus, the wave is a sum of plane waves with transverse wavevectors of magnitude $k\theta$, where $k=2\pi/\lambda$. For a perfect lens they have equal phases at the focal point. Integration over azimuth gives the Bessel function $J_0(k\theta r)$, and integration over the cone gives

$$\psi(r)=\int_0^\alpha J_0(k\theta r)\,\theta\,d\theta
=\frac{\alpha J_1(k\alpha r)}{kr}.$$

The last step uses $d[xJ_1(x)]/dx=xJ_0(x)$. The first zero of $J_1$ away from the origin is at $k\alpha r=3.832$. Taking the radius of this dark ring as the diffraction width is a convention:

$$d_d=a\frac{\lambda}{\alpha},\qquad a=\frac{3.832}{2\pi}=0.610.$$

**Spherical aberration.** In the plane where rays of very small angle focus, a ray of angle $\theta$ arrives at distance $C_s\theta^3$ from the axis. Moving the observation plane adds a displacement proportional to $\theta$. Write the result as

$$\rho(\theta)=C_s(\theta^3-c\,\alpha^2\theta),$$

where the number $c$ measures the change of focus. With $x=\theta/\alpha$, the spot radius is $C_s\alpha^3$ times the largest value of $|x^3-cx|$ on $0\le x\le1$.

For $0<c<1$ there are two candidates. The derivative $3x^2-c$ vanishes at $x=\sqrt{c/3}$, where the magnitude is $2(c/3)^{3/2}$. At the edge, $x=1$, it is $1-c$. The first grows with $c$ and the second falls, so the larger is least when they are equal. This happens at $c=3/4$, where both are $1/4$. For $c\le0$ the edge value is at least 1; for $1\le c\le3$ the interior value is at least $2/3^{3/2}$, which exceeds $1/4$; and for $c>3$ the edge value exceeds 2. The smallest disc that holds all rays therefore has diameter

$$d_s=b\,C_s\alpha^3,\qquad b=\tfrac12.$$

It is called the disc of least confusion.

**Their combination.** Widths of different origin have no universal addition law. Let

$$d^p=d_d^p+d_s^p,\qquad p>0.$$

The choice $p=2$ would be right for the root-mean-square widths of independent random displacements. Here it is a working rule: diffraction and aberration belong to one wave and are not independent displacements.

Put $u=\ln\alpha$. Since $d_d\propto e^{-u}$ and $d_s\propto e^{3u}$,

$$\frac{d(d^p)}{du}=-p\,d_d^p+3p\,d_s^p,$$

$$\frac{d^2(d^p)}{du^2}=p^2d_d^p+9p^2d_s^p>0.$$

The curve is convex in $u$, so its one stationary point is the minimum. There $d_s^p=d_d^p/3$, or

$$bC_s\alpha^3=3^{-1/p}\,a\frac{\lambda}{\alpha}.$$

Multiplying by $\alpha/(bC_s)$ and taking the fourth root gives

$$\alpha_{\rm opt}=A\left(\frac{\lambda}{C_s}\right)^{1/4},\qquad
A=\left(\frac{a}{b\,3^{1/p}}\right)^{1/4}.$$

At this point $d^p=(4/3)d_d^p$. Hence

$$d_{\min}=\left(\frac43\right)^{1/p}\frac{a\lambda}{\alpha_{\rm opt}}
=D\,C_s^{1/4}\lambda^{3/4},\qquad
D=\left(\frac43\right)^{1/p}\frac aA.$$

The choice of $p$ changes $A$ and $D$ but neither exponent. The two widths are equal at the optimum in the limit $p\to\infty$, which is the opening case. For finite $p$ the aberration width is smaller, because it rises more steeply.

For $p=2$, $A=0.916$ and $D=0.769$. The example gives

$$\alpha_{\rm opt}=0.916\times3.10\ {\rm mrad}=2.84\ {\rm mrad},$$

$$d_d=0.794\ {\rm nm},\qquad d_s=0.459\ {\rm nm},$$

$$d_{\min}=\sqrt{0.794^2+0.459^2}\ {\rm nm}=0.917\ {\rm nm}.$$

**How sharp is the optimum?** Let $x=\alpha/\alpha_{\rm opt}$, with $\lambda$ and $C_s$ fixed. For $p=2$, diffraction supplies three quarters of $d_{\min}^2$ and aberration one quarter, so

$$\left(\frac{d}{d_{\min}}\right)^2=\frac{3x^{-2}+x^6}{4}.$$

For small $v=\ln x$, the linear terms cancel and the right side is $1+6v^2$ to second order. Thus $d/d_{\min}\simeq1+3v^2$. An angle 20% below the optimum enlarges the spot by 11%, and one 20% above it by 13%. Far below the optimum, $d\simeq a\lambda/\alpha$ and a better lens barely helps. Far above it, $d\simeq bC_s\alpha^3$ and a shorter wavelength barely helps. The fractional exponents belong to the minimum, not to a fixed aperture.

## Second derivation: scaling the focused wave

The second route never adds widths. Aberration and defocus give the plane wave at angle $\theta$ a phase $-\chi(\theta)$, so that

$$\psi(r)=\int_0^\alpha J_0(k\theta r)e^{-i\chi(\theta)}\theta\,d\theta,$$

$$\chi(\theta)=k\left(\frac{C_s\theta^4}{4}-\frac{c\,C_s\alpha^2\theta^2}{2}\right).$$

To see that this is the same lens, let $\boldsymbol\theta$ be the transverse angle vector. The phase of one plane wave at position $\mathbf r$ is $k\boldsymbol\theta\cdot\mathbf r-\chi$. Neighbouring waves reinforce where its gradient with respect to $\boldsymbol\theta$ vanishes. This gives $\mathbf r=\nabla\chi/k$, whose length along $\boldsymbol\theta$ is

$$\frac1k\frac{d\chi}{d\theta}=C_s(\theta^3-c\,\alpha^2\theta),$$

the ray displacement used above.

Now measure angles in units of $\theta_0$ and distances in units of $r_0$:

$$\theta=\theta_0t,\qquad \alpha=\theta_0T,\qquad r=r_0s.$$

Because $r_0\theta_0=\lambda$, the Bessel argument becomes $k\theta r=2\pi ts$. Because $C_s\theta_0^4=\lambda$, the phase becomes

$$\chi=2\pi\left(\frac{t^4}{4}-\frac{cT^2t^2}{2}\right).$$

With $\theta\,d\theta=\theta_0^2t\,dt$, the wave is

$$\psi=\theta_0^2F(s;T,c),$$

$$F=\int_0^T J_0(2\pi ts)\,
e^{-2\pi i(t^4/4-cT^2t^2/2)}\,t\,dt.$$

Neither $\lambda$ nor $C_s$ remains in $F$. The prefactor changes the intensity scale but not the shape of the spot.

Any width read from the shape, and growing in proportion when the pattern is stretched, must therefore have the form

$$d=r_0W(T,c).$$

If $W$ has a minimum at $T_*$ and $c_*$, these are pure numbers. Consequently

$$\alpha_{\rm opt}=T_*\left(\frac{\lambda}{C_s}\right)^{1/4},\qquad
d_{\min}=W(T_*,c_*)\,C_s^{1/4}\lambda^{3/4}.$$

Within this wave model the exponents are exact. Dimensional analysis alone would not give them: $\lambda$ and $C_s$ are both lengths, so it allows $d=\lambda g(C_s/\lambda)$ with any function $g$. The fourth power of $\theta$ in the phase makes $g$ proportional to the fourth root of its argument.

The same argument covers a lens whose third-order aberration has been removed. Suppose the leading phase is $kC_5\theta^6/6$, with focus and any lower-order balancing terms free. Setting $C_5\theta_0^6=\lambda$ gives an angle scale $(\lambda/C_5)^{1/6}$ and a width scale $C_5^{1/6}\lambda^{5/6}$. The quarter powers are thus a property of third-order aberration.

## A width that both derivations can use

The radius of a dark ring and the diameter of a ray disc are different measures. For a fair comparison, let $d_{50}$ be the diameter that contains half the current.

For the perfect lens, the fraction of current within radius $r$ is

$$P(r)=2\int_0^{k\alpha r}\frac{J_1^2(x)}{x}\,dx
=1-J_0^2(k\alpha r)-J_1^2(k\alpha r).$$

The second equality follows from $J_0'=-J_1$ and $J_1'=J_0-J_1/x$, which give $(J_0^2+J_1^2)'=-2J_1^2/x$. Solving $P=1/2$ yields $d_{50}=0.535\,\lambda/\alpha$.

For rays, uniform filling means that half the current lies below $\theta=\alpha/\sqrt2$. The disc of least confusion for this inner cone has diameter

$$\frac12C_s\left(\frac{\alpha}{\sqrt2}\right)^3
=2^{-5/2}C_s\alpha^3=0.177\,C_s\alpha^3.$$

Its focus is $c=3/8$, and the outer rays fall outside it. A numerical scan of $c$ from 0 to 1 found the same smallest half-current coefficient within 0.001.

Inserting $a=0.535$ and $b=0.177$ in the quadrature formula gives $A=1.15$ and $D=0.537$. Minimising the half-current diameter of the full wave gives $T_*=1.34$ and $W_*=0.447$. Relative to the wave result, the quadrature rule puts the spot 20% too large and the angle 14% too small. The wave optimum is 4.17 mrad and 0.534 nm. The earlier 0.917 nm is larger mainly because it uses other measures of width; its whole difference from 0.534 nm is not an error of quadrature.

The wave optimum has $c=0.484$, whereas the half-current ray disc has $c=0.375$. The best focus therefore also differs from the ray prediction. The wave minimum is also far more lopsided than the quadrature curve: with the focus chosen afresh, $W$ is about 0.47 at $T=1.2$ and 0.45 at $T=1.4$, but about 0.97 at $T=1.6$, more than twice the minimum at an angle 19% above the optimum.

The wave search was made in physical units, without inserting $\theta_0$ or $r_0$. Reducing $C_s$ from 40 to 5 mm at fixed wavelength gave exponents $-0.25$ for the angle and $0.25$ for the spot. Increasing $\lambda$ from 3.70 to 6.98 pm at fixed $C_s$ gave $0.25$ and $0.75$. The tests required agreement within 0.005 for the angle exponents and 0.001 for the spot exponents. The ray limit was tested separately at $T=3$ and $c=0$: the radius predicted to hold half the current held a fraction 0.5003 of the wave. The test allowed a departure of 0.03 from one half, so the closeness at this one aperture is not a measure of the ray law's accuracy. The numerical output below lists these values.

## What each derivation assumes

The first derivation assumes that each effect can be represented by one width and that the widths combine by a chosen rule. In return it gives a formula for the optimum and for the growth away from it, though that growth belongs to the chosen rule and understates how fast the wave's half-current diameter rises above the optimum. Its exponents need only $d_d\propto\lambda/\alpha$, $d_s\propto C_s\alpha^3$, and a combination that scales when both widths are multiplied by the same factor. Its prefactors depend on the details.

The second assumes a coherent wave, a hard uniform aperture and a phase with only quartic and defocus terms. It needs no addition rule and keeps the interference between all parts of the cone. Scaling alone does not supply $T_*$ or $W_*$; those need a numerical minimisation for the chosen width.

The scaling laws can change when another length or angle enters the problem. Two such additions matter for a writing tool.

**Finite current.** Brightness $B$ is current per area and solid angle. A uniform source image of diameter $d_g$, illuminated through a small cone, carries

$$I=B\left(\frac{\pi d_g^2}{4}\right)(\pi\alpha^2),
\qquad d_g=\frac{2}{\pi\alpha}\sqrt{\frac IB}.$$

Like diffraction, this width varies as $1/\alpha$. In the quadrature model,

$$d_d^2+d_g^2=\left(\frac{a\lambda}{\alpha}\right)^2
\left(1+\frac I{I_0}\right),\qquad
I_0=\frac{\pi^2Ba^2\lambda^2}{4}.$$

The previous optimum therefore holds with $\lambda$ replaced by $\lambda\sqrt{1+I/I_0}$. The best angle grows by $(1+I/I_0)^{1/8}$ and the spot by $(1+I/I_0)^{3/8}$. For $I\gg I_0$, the explicit wavelength cancels and, with the other factors fixed,

$$d_{\min}\propto C_s^{1/4}\left(\frac IB\right)^{3/8}.$$

The $C_s^{1/4}$ law survives. At fixed $B$ the wavelength has dropped out, but $B$ is not fixed when the beam energy changes. A given source conserves $B_r=B/V^*$, where the corrected voltage $V^*$ obeys $p^2=2meV^*$, so $\lambda^2=h^2/(2meV^*)$ and $B\lambda^2=B_rh^2/(2me)$. Then $I_0$ does not depend on energy, $1/B\propto\lambda^2$, and at fixed current, $B_r$ and $C_s$ the spot still scales as $\lambda^{3/4}$; the current changes only the prefactor.

**Energy spread.** Let $\delta$ be the full fractional spread of $p^2$, which controls the focal length of a magnetic lens. The focus then spreads over a length $C_c\delta$, where $C_c$ is the chromatic aberration coefficient. Halfway along this range, the extreme cones have diameter

$$d_c=C_c\delta\,\alpha.$$

This is a new power of $\alpha$, so the quarter-power law no longer holds in general. If diffraction and chromatic blur dominate, their squared sum is

$$d^2=\frac{a^2\lambda^2}{\alpha^2}+C_c^2\delta^2\alpha^2.$$

The product of the two terms is fixed, so the sum is least when they are equal. This gives $d_{\min}=\sqrt{2a\lambda C_c\delta}$, which does not contain $C_s$.

## Reading the numbers for a beam writer

The example is in the regime of a 100 keV Gaussian-beam writer. Its values are rough and describe no particular machine: $C_s=C_c=40$ mm, a current of 0.5 nA, an energy width of 0.7 eV and a reduced brightness of $5\times10^7$ A/(m² sr V). Reduced brightness is $B$ divided by the relativistically corrected accelerating voltage. These values give $I_0=0.069$ nA, so $I/I_0\simeq7.2$: the point-source assumption fails badly. At the ideal angle of 2.84 mrad, the source image is 2.14 nm wide and the chromatic disc 0.87 nm. Adding them in quadrature to the ideal spot gives

$$\sqrt{0.917^2+2.139^2+0.866^2}\ {\rm nm}=2.48\ {\rm nm}.$$

Choosing the angle again with all four blurs included gives 3.51 mrad and 2.30 nm, 2.5 times the ideal spot. These totals combine a dark-ring radius with full disc diameters, so they are only a rough guide to size and angle; for the wave blurred by the same source disc and focus spread, the diameter that holds half the current is least at about 1.3 nm, near 4.5 mrad. Without the energy spread, the values would be 3.70 mrad and 2.02 nm. In this quadrature model, the source favours a wider cone, and chromatic blur pulls the angle back.

The optical spot is still not the width of a written line. Elastic scattering in the resist can be estimated by treating a 50 nm film of density 1.2 g/cm³ as carbon. In atomic units, take a screened Coulomb potential of charge $Z$ and screening length $\ell=0.885Z^{-1/3}$. For electron speed $v$ and relativistic factor $\gamma$, the Born amplitude at momentum transfer $q\simeq k\theta$ is $2\gamma Z/(q^2+\ell^{-2})$. Since $k=\gamma v$, the cross section is

$$\sigma=\frac{2\pi}{k^2}\int_0^\infty
\frac{4\gamma^2Z^2\,q\,dq}{(q^2+\ell^{-2})^2}
=\frac{4\pi Z^2\ell^2}{v^2}.$$

The upper limit is extended to infinity because scattering is concentrated at small angles. In this model the mean free path is about 310 nm, so a fraction of roughly $1-e^{-50/310}=0.15$ of the electrons scatter elastically. Half the cross section lies below $q=1/\ell$, or about 23 mrad. An electron deflected by this angle at mid-film leaves about 0.6 nm to one side. These are rough values: the screening length comes from a statistical model of the atom and is too short for carbon, so the real free path is shorter and the typical angle smaller. A Hartree–Fock carbon atom in the same Born treatment gives about 210 nm, 17 mrad and a scattered fraction of 0.21. Inelastic deflection is omitted.

Secondary electrons can matter more. With an assumed blur of 5 nm, quadrature gives a total of 5.5 nm. Under that assumption, even restoring the ideal 0.917 nm optical spot would leave 5.1 nm, so a better lens would gain little. Electrons returning from the substrate expose a much wider area. An approximate Bethe stopping estimate gives a path length of 77 µm in silicon; this is the length of a winding path, not the radius of the exposed area.

Electron repulsion looks small in the final 40 mm at this current. The mean spacing along the beam is 53 mm, and the full force of one neighbour at that distance, taken as sideways, would shift an electron by about $2\times10^{-6}$ nm. This estimate omits rare close pairs and the rest of the column, so it does not settle the effect for a whole machine.

## Computed values

```
Beam energy: 100 keV
Cs: 40 mm
Cc: 40 mm
Wavelength: 3.7014 pm
Airy zero coefficient a: 0.60983
Least-confusion coefficient b: 0.5
Angle coefficient A, p=2: 0.91605
Spot coefficient D, p=2: 0.76871
Ideal optimum angle: 2.8412 mrad
Diffraction width there: 0.79448 nm
Aberration width there: 0.45869 nm
Ideal smallest spot: 0.91739 nm
Spot ratio at 0.8 optimum angle: 1.1124
Spot ratio at 1.2 optimum angle: 1.1258
Ray-law wave check, fraction (ray value 0.5): 0.50027
Half-current diffraction coefficient: 0.53483
Half-current aberration coefficient: 0.17678
Half-current quadrature A: 1.1496
Half-current quadrature D: 0.53719
Half-current wave A: 1.3436
Half-current wave D: 0.44714
Wave best focus parameter c: 0.48427
Wave optimum angle: 4.1671 mrad
Wave half-current diameter: 0.53363 nm
Comparison Cs: 5 mm
Comparison wavelength at 30 keV: 6.9791 pm
Wave angle exponent in Cs: -0.25
Wave angle exponent in lambda: 0.25
Wave spot exponent in Cs: 0.25
Wave spot exponent in lambda: 0.75
Beam current: 0.5 nA
Reduced brightness: 5e+07 A/(m2 sr V)
Crossover current I0: 0.069011 nA
Energy width: 0.7 eV
Source image at ideal angle: 2.1385 nm
Chromatic width at ideal angle: 0.86644 nm
All optical blurs at ideal angle: 2.483 nm
Source-only new optimum angle: 3.6985 mrad
Source-only new smallest spot: 2.0236 nm
All-blur new optimum angle: 3.5131 mrad
All-blur new smallest spot: 2.303 nm
Resist thickness: 50 nm
Resist density: 1.2 g/cm3
Resist elastic mean free path: 312.17 nm
Elastically scattered fraction: 0.148
Median elastic angle: 22.858 mrad
Sideways shift from mid-film: 0.57144 nm
Assumed secondary-electron blur: 5 nm
Optical plus secondary blur: 5.5049 nm
Mean electron spacing: 52.664 mm
Drift length for repulsion: 40 mm
Neighbour push estimate: 2.2618e-06 nm
Electron path length in silicon: 77.109 um
```
